**Delta-kick spectrum of a four-electron model**

After every orbital is multiplied by exp(ikx), the polarizability is α(ω) = (1/k) ∫₀^∞ exp(iωt) [Z(t) − Z(0)] dt, where Z is the summed electron position. The strength function S(ω) = (2ω/π) Im α(ω) integrates to the number of electrons N. The program uses a one-dimensional soft-Coulomb model with adiabatic local-density exchange and no correlation. It asserts that the real-time signal and spectrum agree with a separate diagonalization of the linear-response matrix, and that the zero-frequency limit agrees with static-field ground states. Further assertions cover the exchange formulas, the short-pulse limit, the kinetic energy gain, the initial slope, the k² growth of the nonlinear error and the changed sum for a nonlocal potential. The output shows a main peak at 0.295 hartree (8.03 eV). The integrated strength up to 8 hartree is 4.0002 with a cubic window and 3.981 with an exponential window, whose predicted missing tail is 0.019.

## Verification by program

```python
# Result under test (atomic units): after the kick phi -> exp(i k x) phi,
#   alpha(w) = (1/k) int_0^inf exp(i w t) [Z(t)-Z(0)] dt,  Z = sum of <x>,
#   S(w) = (2 w/pi) Im alpha(w),  int_0^inf S dw = N (number of electrons).
# Model: 1D, four electrons, four soft-Coulomb centres, adiabatic local-density
# exchange. Independent road: linear-response matrix and static-field ground state.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.special import iti0k0, k0

N = 4
dx = 0.4
x = dx * np.arange(-50, 51)
centres = np.array([-3.0, -1.0, 1.0, 3.0])
v_ext = -sum(1 / np.sqrt((x - c)**2 + 1) for c in centres)
w_ee = 1 / np.sqrt((x[:, None] - x[None, :])**2 + 1)
diff = np.subtract.outer(np.arange(len(x)), np.arange(len(x)))
safe = np.where(diff == 0, 1, diff)
T = np.where(diff == 0, np.pi**2 / 6, (-1.0)**np.abs(diff) / safe**2) / dx**2
T_val, T_vec = np.linalg.eigh(T)


def v_exchange(n):
    return -iti0k0(np.pi * n)[1] / np.pi


def density(orbs):
    # columns have unit sum of squares; every orbital holds two electrons
    return np.maximum(2 * np.sum(np.abs(orbs)**2, axis=1) / dx, 1e-30)


def v_ks(n):
    return v_ext + w_ee @ n * dx + v_exchange(n)


def ground_state(field=0.0):
    # a static field adds +field*x to the energy of an electron
    n = density(np.linalg.eigh(T + np.diag(0.5 * v_ext))[1][:, :N // 2])
    for _ in range(800):
        eps, c = np.linalg.eigh(T + np.diag(v_ks(n) + field * x))
        new = density(c[:, :N // 2])
        change = np.max(np.abs(new - n))
        if change < 1e-10:
            return eps, c, new
        n = n + 0.2 * (new - n)
    raise AssertionError("ground state not converged")


def propagate(orbs, dt, steps, force=0.0):
    # split-operator steps; the density is updated after each kinetic step
    U = (T_vec * np.exp(-1j * T_val * dt)) @ T_vec.T
    orbs = orbs.astype(complex)
    n = density(orbs)
    v = v_ks(n) - force * x
    Z = [x @ n * dx]
    for _ in range(steps):
        orbs = U @ (np.exp(-0.5j * dt * v)[:, None] * orbs)
        n = density(orbs)
        v = v_ks(n) - force * x
        orbs = np.exp(-0.5j * dt * v)[:, None] * orbs
        Z.append(x @ n * dx)
    return np.array(Z), orbs


# Exchange potential and kernel against the exchange energy of the uniform gas
n_test = 0.5
kF = np.pi * n_test / 2
ex_direct = -2 / np.pi**2 * quad(
    lambda u: np.sin(kF * u)**2 / (u**2 * np.sqrt(1 + u**2)), 0, 400, limit=2000)[0]
ex_from_v = quad(v_exchange, 0, n_test)[0]
assert abs(ex_direct - ex_from_v) < 1e-5
h = 1e-3
slope_v = (v_exchange(n_test + h) - v_exchange(n_test - h)) / (2 * h)
assert abs(slope_v + k0(np.pi * n_test)) < 1e-5

eps, c, n0 = ground_state()
occ = c[:, :N // 2]
virt = c[:, N // 2:]

# A short pulse of total impulse k tends to the phase factor, with error ~ duration
k_pulse = 0.1
durations = [0.1, 0.05]
pulse_error = []
for tau in durations:
    _, pulsed = propagate(occ, tau / 50, 50, force=k_pulse / tau)
    ideal = np.exp(1j * k_pulse * x)[:, None] * occ * np.exp(-1j * eps[:N // 2] * tau)
    pulse_error.append(np.linalg.norm(pulsed - ideal))
assert 1.85 < pulse_error[0] / pulse_error[1] < 2.15

# The kick raises the kinetic energy by N k^2/2
kicked = np.exp(1j * k_pulse * x)[:, None] * occ
gain = 2 * np.real(np.sum(kicked.conj() * (T @ kicked)) - np.sum(occ * (T @ occ)))
assert abs(gain / (N * k_pulse**2 / 2) - 1) < 2e-3

# Real-time run after a weak kick
k = 0.001
dt = 0.05
steps = 5000
t = dt * np.arange(steps + 1)
Z, _ = propagate(np.exp(1j * k * x)[:, None] * occ, dt, steps)
signal = (Z - Z[0]) / k
initial_slope = signal[1] / dt
assert abs(initial_slope / N - 1) < 2e-3

# Linear-response matrix in the space of occupied-virtual pairs
pairs = (occ[:, :, None] * virt[:, None, :]).reshape(len(x), -1)
gap = (eps[None, N // 2:] - eps[:N // 2, None]).ravel()
kernel = w_ee - np.diag(k0(np.pi * n0) / dx)
root = np.sqrt(gap)
omega2, F = np.linalg.eigh(
    np.diag(gap**2) + 4 * root[:, None] * (pairs.T @ kernel @ pairs) * root[None, :])
assert omega2[0] > 0
w_n = np.sqrt(omega2)
f_n = 4 * ((x @ pairs * root) @ F)**2
assert abs(f_n.sum() - N) < 4e-3

# Dipole signal: real time against the sum over excitations
signal_lr = np.sin(np.outer(t, w_n)) @ (f_n / w_n)
signal_dev = np.max(np.abs(signal - signal_lr)) / np.max(np.abs(signal_lr))
assert signal_dev < 0.03

# Spectra with an exponential and a cubic window
eta = 0.03
cutoff = 8.0
w = np.linspace(0, cutoff, 1601)
sines = np.sin(np.outer(w, t))
t_end = t[-1]
W_exp = np.exp(-eta * t)
W_cub = 1 - 3 * (t / t_end)**2 + 2 * (t / t_end)**3
weights = np.full(len(t), dt)
weights[[0, -1]] = dt / 2
S_exp = 2 * w / np.pi * (sines @ (weights * W_exp * signal))
S_cub = 2 * w / np.pi * (sines @ (weights * W_cub * signal))
alpha_lr = (f_n / (w_n**2 - (w[:, None] + 1j * eta)**2)).sum(axis=1)
S_lr = 2 * w / np.pi * alpha_lr.imag
spectrum_dev = np.max(np.abs(S_exp - S_lr)) / S_lr.max()
assert spectrum_dev < 0.02

sum_exp = trapezoid(S_exp, w)
sum_cub = trapezoid(S_cub, w)
missing = 4 * eta * N / (np.pi * cutoff)
assert abs(sum_cub - N) < 4e-3
assert abs((N - sum_exp) / missing - 1) < 0.08

main = np.argmax(f_n)
peak = np.argmax(S_exp)
f_peak = np.pi * eta * S_exp[peak]
assert abs(w[peak] - w_n[main]) < 0.01
assert abs(f_peak / f_n[main] - 1) < 0.05

# Static polarizability: damped time integral, extrapolated to zero damping,
# against the dipole of the ground state in a weak static field
def alpha_damped(e):
    return np.sum(weights * np.exp(-e * t) * signal)


alpha_kick = 2 * alpha_damped(eta) - alpha_damped(np.sqrt(2) * eta)
field = 1e-4
Z_plus = x @ ground_state(field)[2] * dx
Z_minus = x @ ground_state(-field)[2] * dx
alpha_static = -(Z_plus - Z_minus) / (2 * field)
assert abs(alpha_kick / alpha_static - 1) < 0.01

# Departure from linearity grows as k^2 in this mirror-symmetric system
short = 1000
k_large = [0.05, 0.1]
nonlinear = []
for kk in k_large:
    Zk, _ = propagate(np.exp(1j * kk * x)[:, None] * occ, dt, short)
    dev = np.max(np.abs((Zk - Zk[0]) / kk - signal[:short + 1]))
    nonlinear.append(dev / np.max(np.abs(signal[:short + 1])))
assert 3 < nonlinear[1] / nonlinear[0] < 5

# A nonlocal potential changes the strength sum (one electron, lowest orbital)
g = np.exp(-x**2 / 2)
g /= np.linalg.norm(g)
V_nl = np.outer(g, g)
e_nl, c_nl = np.linalg.eigh(T + np.diag(v_ext) + V_nl)
low = c_nl[:, 0]
sum_nl = np.sum(2 * (e_nl - e_nl[0]) * ((x * low) @ c_nl)**2)
extra = 2 * (x * low) @ V_nl @ (x * low) - 2 * (x**2 * low) @ V_nl @ low
assert abs(sum_nl - 1 - extra) < 2e-3
assert abs(extra) > 0.02

eV = const.physical_constants["Hartree energy in eV"][0]
fs = const.physical_constants["atomic unit of time"][0] * 1e15
print("electrons N:", N)
print("centres (bohr):", centres)
print(f"grid spacing, half-width (bohr): {dx}, {x[-1]:.1f}")
print(f"kick k (1/bohr): {k}")
print(f"time step, total time (a.u.): {dt}, {t_end:.1f}")
print(f"total time (fs): {t_end * fs:.3f}")
print(f"damping eta (hartree): {eta}")
print(f"frequency cutoff (hartree): {cutoff}")
print("occupied orbital energies (hartree):", np.round(eps[:N // 2], 4))
print(f"bare Kohn-Sham gap (hartree): {eps[N // 2] - eps[N // 2 - 1]:.4f}")
print(f"pulse test, impulse k (1/bohr): {k_pulse}")
for tau, err in zip(durations, pulse_error):
    print(f"pulse duration {tau} a.u., orbital error (no unit): {err:.3e}")
print(f"kinetic energy gain, k=0.1 (hartree): {gain:.6f}")
print(f"N k^2/2, k=0.1 (hartree): {N * k_pulse**2 / 2:.6f}")
print(f"initial slope of [Z-Z(0)]/k (a.u.): {initial_slope:.5f}")
for time in (0.5, 1.0, 2.0, 5.0):
    print(f"[Z-Z(0)]/k at t={time} a.u. (bohr^2): {signal[round(time / dt)]:.4f}")
print(f"signal deviation from response matrix (of max): {signal_dev:.2e}")
print(f"spectrum deviation from response matrix (of max): {spectrum_dev:.2e}")
print(f"main peak from kick (hartree): {w[peak]:.3f}")
print(f"main peak from kick (eV): {w[peak] * eV:.2f}")
print(f"peak height S (1/hartree): {S_exp[peak]:.3f}")
print(f"strength pi*eta*S at peak (no unit): {f_peak:.3f}")
for j in sorted(np.argsort(f_n)[-3:]):
    print(f"response-matrix line (hartree), strength: {w_n[j]:.4f}, {f_n[j]:.4f}")
print(f"sum of response-matrix strengths: {f_n.sum():.5f}")
print(f"integral of S, cubic window: {sum_cub:.5f}")
print(f"integral of S, exponential window: {sum_exp:.5f}")
print(f"predicted missing tail 4 eta N/(pi cutoff): {missing:.5f}")
print(f"static polarizability from kick (bohr^2/hartree): {alpha_kick:.3f}")
print(f"same from static field (bohr^2/hartree): {alpha_static:.3f}")
for kk, dev in zip(k_large, nonlinear):
    print(f"nonlinear deviation, k={kk}/bohr, t<=50 a.u. (of max): {dev:.3e}")
print(f"one-electron strength sum, nonlocal potential: {sum_nl:.4f}")
print(f"1 + double commutator of nonlocal part: {1 + extra:.4f}")
print("tests ok")
```

It prints:

```
electrons N: 4
centres (bohr): [-3. -1.  1.  3.]
grid spacing, half-width (bohr): 0.4, 20.0
kick k (1/bohr): 0.001
time step, total time (a.u.): 0.05, 250.0
total time (fs): 6.047
damping eta (hartree): 0.03
frequency cutoff (hartree): 8.0
occupied orbital energies (hartree): [-0.4579 -0.3184]
bare Kohn-Sham gap (hartree): 0.1875
pulse test, impulse k (1/bohr): 0.1
pulse duration 0.1 a.u., orbital error (no unit): 2.913e-03
pulse duration 0.05 a.u., orbital error (no unit): 1.457e-03
kinetic energy gain, k=0.1 (hartree): 0.020000
N k^2/2, k=0.1 (hartree): 0.020000
initial slope of [Z-Z(0)]/k (a.u.): 4.00000
[Z-Z(0)]/k at t=0.5 a.u. (bohr^2): 1.9911
[Z-Z(0)]/k at t=1.0 a.u. (bohr^2): 3.9308
[Z-Z(0)]/k at t=2.0 a.u. (bohr^2): 7.4755
[Z-Z(0)]/k at t=5.0 a.u. (bohr^2): 12.9655
signal deviation from response matrix (of max): 1.69e-04
spectrum deviation from response matrix (of max): 5.30e-04
main peak from kick (hartree): 0.295
main peak from kick (eV): 8.03
peak height S (1/hartree): 37.626
strength pi*eta*S at peak (no unit): 3.546
response-matrix line (hartree), strength: 0.2921, 3.5024
response-matrix line (hartree), strength: 0.3460, 0.2002
response-matrix line (hartree), strength: 0.4085, 0.1786
sum of response-matrix strengths: 4.00000
integral of S, cubic window: 4.00018
integral of S, exponential window: 3.98107
predicted missing tail 4 eta N/(pi cutoff): 0.01910
static polarizability from kick (bohr^2/hartree): 44.221
same from static field (bohr^2/hartree): 44.186
nonlinear deviation, k=0.05/bohr, t<=50 a.u. (of max): 1.517e-02
nonlinear deviation, k=0.1/bohr, t<=50 a.u. (of max): 5.972e-02
one-electron strength sum, nonlocal potential: 1.5762
1 + double commutator of nonlocal part: 1.5762
tests ok
```
